# The Bethe–Heitler Bremsstrahlung Cross Section from Two Diagrams

**Q:** An electron passes a nucleus and radiates a photon. The Coulomb force acts throughout the passage, so why should two diagrams suffice?

**A:** They suffice at lowest order: one action of the Coulomb potential and one photon emission. The potential acts either before or after the emission, which gives two orderings. The expansion requires $Z\alpha/v\ll1$ for the electron velocity $v$ both before and after. I also take the nucleus as a fixed, bare point charge $Ze$.

I use $\hbar=c=m=1$, $e^2=4\pi\alpha$ and metric $(+,-,-,-)$. The electron four-momenta are $p_i=(E_i,\mathbf p_i)$ and $p_f=(E_f,\mathbf p_f)$, with $P_{i,f}=|\mathbf p_{i,f}|$. The photon has $k=(\omega,\mathbf k)$ and a real polarization $\epsilon=(0,\boldsymbol\epsilon)$, with $\epsilon\cdot k=0$ and $\epsilon^2=-1$. A static field conserves energy, $E_i=E_f+\omega$, but supplies the momentum $\mathbf q=\mathbf p_f+\mathbf k-\mathbf p_i$, with $q=|\mathbf q|$.

The potential energy is $-Z\alpha/r$. With a temporary factor $e^{-\mu r}$, its Fourier transform is
$$-\frac{4\pi Z\alpha}{q}\int_0^\infty\sin(qr)e^{-\mu r}dr=-\frac{4\pi Z\alpha}{q^2+\mu^2}\;\to\;\tilde V=-\frac{4\pi Z\alpha}{q^2}.$$

**Q:** Can you get the amplitude without asking me to accept Feynman rules?

**A:** Yes, from second-order perturbation theory. The Dirac Hamiltonian is $H(\mathbf p)=\boldsymbol\alpha\cdot\mathbf p+\beta$, and replacing $\mathbf p$ by $\mathbf p+e\mathbf A$ gives the emission operator $e\,\boldsymbol\alpha\cdot\boldsymbol\epsilon/\sqrt{2\omega}$ in unit volume. With unit-normalized spinors $w$,
$$T=\frac{e\tilde V}{\sqrt{2\omega}}\,w_f^\dagger\left[\boldsymbol\alpha\cdot\boldsymbol\epsilon\frac1{E_i-H(\mathbf p_f+\mathbf k)}+\frac1{E_f-H(\mathbf p_i-\mathbf k)}\boldsymbol\alpha\cdot\boldsymbol\epsilon\right]w_i .$$

Write $\hat p=p_\mu\gamma^\mu$. For $r=(E,\mathbf r)$, $E-H(\mathbf r)=\gamma^0(\hat r-1)$, whose inverse is $(\hat r+1)\gamma^0/(r^2-1)$. Also $\boldsymbol\alpha\cdot\boldsymbol\epsilon=-\gamma^0\hat\epsilon$. Define
$$a=k\cdot p_f,\qquad b=k\cdot p_i .$$
Then $(p_f+k)^2-1=2a$ and $(p_i-k)^2-1=-2b$. With $u=\sqrt{2E}\,w$, so that $\bar uu=2$,
$$T=-\frac{e\tilde V}{\sqrt{2\omega}}\frac{M}{\sqrt{4E_iE_f}},$$
$$M=\bar u_f\left[\frac{\hat\epsilon(\hat p_f+\hat k+1)\gamma^0}{2a}-\frac{\gamma^0(\hat p_i-\hat k+1)\hat\epsilon}{2b}\right]u_i .$$

**Q:** Your inverse Hamiltonians contain negative-energy states. Those levels are supposed to be filled.

**A:** Take a filled level $W<0$ in the first term. The electron cannot enter it. Instead, the emission can lift the electron of that level to the final state, after which the potential drops the incoming electron into the hole. The intermediate energy is $E_i+E_f-W+\omega$, so the denominator is $-(E_f+\omega-W)=-(E_i-W)$. Exchange of the two electrons supplies another minus sign, and the contribution is the one already in the formula. The second term works the same way, with the potential acting first.

**Q:** Could I keep the larger diagram alone?

**A:** No. Replace $\epsilon$ by $k$, a change of gauge that must give zero. In the first diagram $\bar u_f\hat k=\bar u_f(\hat p_f+\hat k-1)$, because $\bar u_f(\hat p_f-1)=0$. Multiplication by $(\hat p_f+\hat k+1)$ gives $2a$, leaving $\bar u_f\gamma^0u_i$. In the second, $\hat ku_i=-(\hat p_i-\hat k-1)u_i$, and the product with $(\hat p_i-\hat k+1)$ is $+2b$, leaving $-\bar u_f\gamma^0u_i$. The sum vanishes; the separate diagrams in general do not.

**Q:** Before any traces, where do the factors of $\pi$ in the cross section come from?

**A:** From the golden rule, divided by the incident flux $P_i/E_i$. Energy conservation fixes $E_f$, and $P_f^2dP_f=P_fE_fdE_f$. Let $X=\frac12\sum_{\rm spins}|M|^2$, an average over initial and a sum over final spins. Then
$$\frac{d\sigma}{d\omega\,d\Omega_kd\Omega_f}=2\pi\,\frac{E_i}{P_i}\,\frac{P_fE_f\omega^2}{(2\pi)^6}\;\frac{4\pi\alpha}{2\omega}\,\frac{16\pi^2Z^2\alpha^2}{q^4}\,\frac{X}{4E_iE_f}
=\frac{Z^2\alpha^3}{4\pi^2}\frac{P_f}{P_i}\frac{\omega X}{q^4}.$$

**Q:** Squaring $M$ as it stands means traces of up to eight gamma matrices. Is there a shorter road?

**A:** Use the Dirac equation first. Since $\hat\epsilon\hat p_f=2\epsilon\cdot p_f-\hat p_f\hat\epsilon$ and $\bar u_f\hat p_f=\bar u_f$, we have $\bar u_f\hat\epsilon(\hat p_f+1)=2\epsilon\cdot p_f\,\bar u_f$. Likewise $(\hat p_i+1)\hat\epsilon u_i=2\epsilon\cdot p_i\,u_i$. With
$$f=\frac{\epsilon\cdot p_f}{a},\qquad g=\frac{\epsilon\cdot p_i}{b},\qquad J=f-g,$$
the amplitude becomes
$$M=\bar u_f(J\gamma^0+R_1+R_2)u_i,\qquad R_1=\frac{\hat\epsilon\hat k\gamma^0}{2a},\quad R_2=\frac{\gamma^0\hat k\hat\epsilon}{2b}.$$
The factor $J$ is the classical radiation amplitude of a charge whose momentum changes; here it multiplies $\bar u_f\gamma^0u_i$, the matrix element of the potential. $R_1$ and $R_2$ come from the $\hat k$ in the propagators. They hold spin-dependent terms and also a spin-independent part: a spinless charge has the amplitude $2(E_if-E_fg)$, which differs from $(E_i+E_f)J$ by $\omega(f+g)$.

Spin sums, $\sum u\bar u=\hat p+1$, turn $X$ into a sum of
$$\langle A,B\rangle=\tfrac12{\rm Tr}[(\hat p_f+1)A(\hat p_i+1)\bar B],$$
where the bar reverses the order of the gamma factors. Traces of an odd number of gammas vanish.

**Q:** Start with the part that has no $R$.

**A:** Let a tilde reverse the space part of a vector, so $\gamma^0\hat p\gamma^0=\hat{\tilde p}$. Then
$$\langle\gamma^0,\gamma^0\rangle=2p_f\cdot\tilde p_i+2=4E_iE_f+2(1-p_i\cdot p_f).$$
The four-vector $p_f+k-p_i$ has no time component, so its square is $-q^2=2+2a-2b-2p_i\cdot p_f$. Hence
$$2(1-p_i\cdot p_f)=-q^2+2(b-a),$$
$$\langle\gamma^0,\gamma^0\rangle=4E_iE_f-q^2+2(b-a).$$

**Q:** And the interference between $J\gamma^0$ and the $R$ terms?

**A:** The two orders of each product have equal traces, which cancels the factor $\frac12$. I need $k\cdot\tilde p_i=2\omega E_i-b$, $k\cdot\tilde p_f=2\omega E_f-a$ and $\epsilon\cdot\tilde p=-\epsilon\cdot p$. The mass terms are proportional to ${\rm Tr}[\hat k\hat\epsilon]=0$. The rest is
$$\frac J{2a}{\rm Tr}[\hat p_f\hat{\tilde p}_i\hat k\hat\epsilon]=2J[bg+(2\omega E_i-b)f],$$
$$\frac J{2b}{\rm Tr}[\hat{\tilde p}_f\hat p_i\hat\epsilon\hat k]=2J[af+(2\omega E_f-a)g].$$
Here I used ${\rm Tr}[\hat A\hat B\hat C\hat D]=4[(A\cdot B)(C\cdot D)-(A\cdot C)(B\cdot D)+(A\cdot D)(B\cdot C)]$. The sum is
$$4\omega J(E_if+E_fg)+2(a-b)J^2 .$$

**Q:** The squares of $R_1$ and $R_2$ still look long.

**A:** They shrink because $\hat k^2=0$, $\hat\epsilon\hat k=-\hat k\hat\epsilon$ and $\hat\epsilon^2=-1$. Thus $\hat\epsilon\hat k\hat\epsilon=\hat k$ and $\hat k\hat\epsilon\hat k=0$, while $\hat k\hat p\hat k=2(k\cdot p)\hat k$.

For $R_1$ the mass term contains $\hat k^2$ and vanishes, so
$$\langle R_1,R_1\rangle=\frac{1}{8a^2}{\rm Tr}[\hat p_f\hat\epsilon\hat k\hat{\tilde p}_i\hat k\hat\epsilon]=\frac{2(2\omega E_i-b)\,4a}{8a^2}=\frac{2\omega E_i-b}{a}.$$
For $R_2$ the mass term vanishes too. With $\hat\epsilon\hat p_i\hat\epsilon=2(\epsilon\cdot p_i)\hat\epsilon+\hat p_i$, only $\hat k\hat p_i\hat k=2b\hat k$ survives:
$$\langle R_2,R_2\rangle=\frac{2b\cdot4(k\cdot\tilde p_f)}{8b^2}=\frac{2\omega E_f-a}{b}.$$

The two cross terms are equal and add to
$$C=\frac1{4ab}{\rm Tr}[(\hat p_f+1)\hat\epsilon\hat k\gamma^0(\hat p_i+1)\hat\epsilon\hat k\gamma^0].$$
Its mass part follows from $\gamma^0\hat\epsilon=-\hat\epsilon\gamma^0$: the trace is $-{\rm Tr}[\hat k\hat{\tilde k}]=-8\omega^2$.

For the momentum part, use
$$\hat k\gamma^0\hat p_i\hat\epsilon\hat k=-\hat k\gamma^0\hat p_i\hat k\hat\epsilon=-(2b\hat k\gamma^0-2\omega\hat k\hat p_i)\hat\epsilon .$$
The first piece gives $-2b\,{\rm Tr}[\hat p_f\hat\epsilon\hat k\gamma^0\hat\epsilon\gamma^0]=+8ab$, since $\gamma^0\hat\epsilon\gamma^0=-\hat\epsilon$. The second is $2\omega\,{\rm Tr}[\hat k\hat p_i\hat\epsilon\gamma^0\hat p_f\hat\epsilon]$. Moving $\hat p_f$ past $\hat\epsilon$, with $\hat\epsilon\gamma^0\hat\epsilon=\gamma^0$, turns this trace into
$$2(\epsilon\cdot p_f){\rm Tr}[\hat k\hat p_i\hat\epsilon\gamma^0]-{\rm Tr}[\hat k\hat p_i\gamma^0\hat p_f]$$
$$=8\omega(\epsilon\cdot p_i)(\epsilon\cdot p_f)-4(bE_f+aE_i-\omega p_i\cdot p_f).$$
Therefore
$$C=2+\frac{2\omega^2(p_i\cdot p_f-1)+4\omega^2(\epsilon\cdot p_i)(\epsilon\cdot p_f)-2\omega(bE_f+aE_i)}{ab}.$$

Put all three contributions over $ab$. The terms linear in energy combine to $2\omega(b-a)(E_i-E_f)=2\omega^2(b-a)$. The identity for $p_i\cdot p_f$ gives $2\omega^2(p_i\cdot p_f-1)=\omega^2q^2+2\omega^2(a-b)$, which cancels them. What remains is
$$\frac{\omega^2q^2-(a-b)^2}{ab}+4\omega^2fg .$$
Since $a-b=k\cdot(p_f-p_i)=-\mathbf k\cdot\mathbf q$, the first numerator is $|\mathbf k\times\mathbf q|^2$.

**Q:** Does the total become simpler than its parts?

**A:** It does. The $(a-b)J^2$ terms cancel between the first two contributions, leaving
$$J^2(4E_iE_f-q^2)+4\omega J(E_if+E_fg)+4\omega^2fg+\frac{|\mathbf k\times\mathbf q|^2}{ab}.$$
Apart from $-q^2J^2$ and the last term, the coefficient of $f^2$ is $4E_i(E_f+\omega)=4E_i^2$. That of $g^2$ is $4E_f(E_i-\omega)=4E_f^2$. That of $fg$ is $-8E_iE_f+4\omega(E_f-E_i)+4\omega^2=-8E_iE_f$. So for linear polarization
$$X(\epsilon)=4(E_if-E_fg)^2-q^2(f-g)^2+\frac{|\mathbf k\times\mathbf q|^2}{ab}.$$

**Q:** What does an experiment that ignores polarization measure?

**A:** The sum over two polarizations. Measure $\theta_i,\theta_f$ from $\mathbf k$, let $\phi$ be the azimuth between the electron momenta, and let $\perp$ mean perpendicular to $\mathbf k$. Set $\Delta_j=E_j-P_j\cos\theta_j$, so $a=\omega\Delta_f$ and $b=\omega\Delta_i$. With $\mathbf u=\mathbf p_{f\perp}/\Delta_f$ and $\mathbf v=\mathbf p_{i\perp}/\Delta_i$, the quantity $B=\omega^2\sum_\epsilon X$ is
$$B=4(E_i\mathbf u-E_f\mathbf v)^2-q^2(\mathbf u-\mathbf v)^2+\frac{2\omega^2(\mathbf p_{f\perp}-\mathbf p_{i\perp})^2}{\Delta_i\Delta_f}.$$
The factor 2 counts polarizations. Expand the squares and use $4E_iE_f+2\omega^2=2E_i^2+2E_f^2$:
$$\boxed{\frac{d\sigma}{d\omega\,d\Omega_kd\Omega_f}=\frac{Z^2\alpha^3}{4\pi^2}\frac{P_f}{P_i}\frac{B}{\omega q^4}}$$
$$\begin{aligned}B={}&\frac{P_f^2\sin^2\theta_f}{\Delta_f^2}(4E_i^2-q^2)+\frac{P_i^2\sin^2\theta_i}{\Delta_i^2}(4E_f^2-q^2)\\&+\frac{2\omega^2(P_i^2\sin^2\theta_i+P_f^2\sin^2\theta_f)}{\Delta_i\Delta_f}\\&-\frac{2P_iP_f\sin\theta_i\sin\theta_f\cos\phi}{\Delta_i\Delta_f}(2E_i^2+2E_f^2-q^2).\end{aligned}$$
This is the Bethe–Heitler formula.

**Q:** I want to see numbers from the spinors themselves, not just from the traces.

**A:** Take $Z=1$, $E_i=3$, $\omega=1$, $E_f=2$, $\theta_i=20^\circ$, $\theta_f=30^\circ$ and $\phi=60^\circ$. Then $P_i=2.828$, $P_f=1.732$, $\Delta_i=0.3421$, $\Delta_f=0.5000$ and $q^2=0.8730$. In the order above, the four terms give
$$B=105.381+120.926+19.709-123.051=122.965 .$$

For the direct calculation, use $u=\sqrt{E+1}\,(\chi,\boldsymbol\sigma\cdot\mathbf p\,\chi/(E+1))$ with two orthonormal $\chi$ for each electron. Insert these spinors and $4\times4$ gamma matrices into the original $M$, square each amplitude numerically, and sum. This also gives $B=122.965$.

In this transverse gauge, the diagram with the field acting first gives 126.688 alone, the other gives 144.407, and their interference gives $-148.130$. These separate values depend on the gauge; their sum does not.

Polarization in the plane of $\mathbf k$ and $\mathbf p_i$ contributes 38.97, and the normal direction 83.99. In the plane, the two parts of $E_i\mathbf u-E_f\mathbf v$ partly cancel. Along the normal $\mathbf v$ has no component, so there is nothing to cancel $E_i\mathbf u$.

The cross section is
$$\frac{\alpha^3}{4\pi^2}\frac{1.732}{2.828}\frac{122.96}{(0.8730)^2}=9.73\times10^{-7}$$
in natural units. Multiplication by $(\hbar/mc)^2/(mc^2)$ gives about $2.8\times10^3\ \mu{\rm b}/({\rm MeV\,sr^2})$. Here $Z\alpha/v$ is about 0.008 for both electrons.

**Q:** Does a larger $B$ mean more radiation?

**A:** Not by itself, because $q^{-4}$ competes with it. Changing only $\phi$ gives:

| $\phi$ | $q$ | $B$ | cross section, natural units |
|---|---|---|---|
| $0^\circ$ | 0.188 | 0.919 | $4.47\times10^{-6}$ |
| $180^\circ$ | 1.840 | 439.9 | $2.31\times10^{-7}$ |

At $0^\circ$ the transverse momenta nearly balance and $q$ is small. The vectors $E_i\mathbf u$ and $E_f\mathbf v$ also nearly cancel, which makes $B$ small, but the Coulomb factor wins.

To integrate over all angles, one may hold $\mathbf k$ as the axis: the measure is $2\pi\,d\cos\theta_i\,d\cos\theta_f\,d\phi$. Gauss–Legendre quadrature in the cosines and the midpoint rule in $\phi$ give $d\sigma/d\omega=2.90\times10^{-6}$ in natural units, or about 8.5 mb/MeV.

**Q:** What becomes of the formula for very soft photons or slow electrons?

**A:** Let $\omega\to0$ at fixed angles, with the electron deflected so that $q$ stays nonzero. Then $E_i,E_f\to E$ and $B\to(4E^2-q^2)(\mathbf u-\mathbf v)^2$. Hence
$$\frac{d\sigma}{d\omega\,d\Omega_kd\Omega_f}\to\left[\frac{Z^2\alpha^2(4E^2-q^2)}{q^4}\right]\frac{\alpha}{4\pi^2\omega}(\mathbf u-\mathbf v)^2 .$$
The bracket is the elastic cross section: the golden rule gives it as $2\pi\tilde V^2(4E^2-q^2)/(4E^2)\cdot E^2/(2\pi)^3$. The other factor is the classical soft-photon spectrum. Its $1/\omega$ makes the integrated photon number diverge; a finite inclusive rate also needs the virtual-photon correction to elastic scattering. Its interference with the lowest-order elastic amplitude enters the rate at the same order $Z^2\alpha^3$, but it is not calculated here.

For slow electrons at fixed $P_f/P_i<1$, $\Delta_j\to1$ and $\omega\ll q$, so $B\to4q_\perp^2$. Photon angles give $\int q_\perp^2d\Omega_k=8\pi q^2/3$. The electron angles then give
$$\int\frac{d\Omega_f}{q^2}=\frac{2\pi}{P_iP_f}\ln\frac{P_i+P_f}{P_i-P_f},\qquad
\frac{d\sigma}{d\omega}\to\frac{16Z^2\alpha^3}{3P_i^2\omega}\ln\frac{P_i+P_f}{P_i-P_f}.$$
This requires $Z\alpha\ll P_f<P_i\ll1$. The first inequality must hold by a wide margin: Sommerfeld's exact nonrelativistic Coulomb result, not derived here, is larger by a factor of about $1+\pi Z\alpha(1/P_f-1/P_i)$, which is 16% at $Z\alpha/P_f=0.1$ and $P_f=P_i/2$.

**Q:** Where should I stop trusting the result?

**A:** Near the maximum photon energy $v_f\to0$, so $Z\alpha/v_f$ is no longer small. For heavy nuclei $Z\alpha$ itself is not small. In both cases repeated Coulomb scattering matters.

In an atom, electrons screen the nucleus at distances comparable with the atomic radius. The smallest momentum transfer is $P_i-P_f-\omega\simeq\omega/(2E_iE_f)$ at high energy, so screening can matter even for a fast electron. For a static screened potential at first order, replace $\tilde V$ by its own Fourier transform; $B$ is unchanged, since its derivation did not use the form of $\tilde V$. Nuclear recoil and finite nuclear size require further corrections when $q$ is large enough to reveal them.
